\section*{The Parsons Volcano for the Volmer Step with Langmuir Coverage}

\section{The situation}

During nickel plating, some of the cathodic current discharges protons instead of nickel ions. In acid the first event is the Volmer step,
\begin{equation}
\mathrm{H^+ + e^- + {*} \rightleftharpoons H^*},
\end{equation}
where $*$ is an empty surface site and $\mathrm{H^*}$ an adsorbed hydrogen atom. A metal that binds hydrogen weakly makes the discharge costly. A metal that binds it strongly fills its surface and leaves few sites for the next proton. How strong must the bond be for the exchange current to be largest?

The exchange current density $i_0$ is the one-way current of the step, taken as a positive magnitude, when the electrode is in equilibrium with protons and hydrogen gas. Let $G$ be the standard free energy of $\mathrm{H^*}$ relative to $\tfrac12\mathrm{H_2}$ at 1 bar, and $g=G/kT$. Negative $G$ means strong binding. The configurational entropy of distributing atoms over sites is left out of $G$, because the coverage factors below supply it.

\section{The simple case}

Take unit proton activity, 1 bar of hydrogen, and potential $U=0$ on the standard hydrogen scale. Then $\mathrm{H^++e^-}$ is in equilibrium with $\tfrac12\mathrm{H_2}$, so the standard free energy of the Volmer step is $G$ itself.

Three assumptions define the model. Sites are identical, hold one atom each and do not interact (Langmuir). The metals compared share one intrinsic barrier $G_0$, the barrier at $G=0$. Half of any change in $G$ appears in the forward barrier:
\begin{equation}
G_\rightarrow=G_0+\tfrac12G,\qquad G_\leftarrow=G_0-\tfrac12G .
\end{equation}
The difference $G_\rightarrow-G_\leftarrow=G$ is the free energy of the step, as detailed balance requires. With $k_0=(kT/h)\,e^{-G_0/kT}$ and coverage $\theta$, the one-way rates per site are
\begin{equation}
r_\rightarrow=k_0(1-\theta)e^{-g/2},\qquad r_\leftarrow=k_0\,\theta\, e^{g/2}.
\label{simplerates}
\end{equation}
Discharge needs an empty site and the reverse step an occupied one. At equilibrium the rates are equal. Dividing by $k_0(1-\theta)e^{g/2}$ gives the isotherm
\begin{equation}
\frac{\theta}{1-\theta}=e^{-g},\qquad \theta=\frac{1}{1+e^{g}} .
\label{iso}
\end{equation}
Since $e^{-g/2}=\sqrt{\theta/(1-\theta)}$, the forward rate becomes $k_0\sqrt{\theta(1-\theta)}$. One electron passes per event, so with $N_s$ sites per area
\begin{equation}
i_0=eN_sk_0\sqrt{\theta(1-\theta)} .
\label{volcano}
\end{equation}
To write this in $g$, use $1-\theta=e^g/(1+e^g)$:
\begin{equation}
\sqrt{\theta(1-\theta)}=\frac{e^{g/2}}{1+e^{g}}=\frac{1}{e^{-g/2}+e^{g/2}}=\frac{1}{2\cosh(g/2)} .
\label{cosh}
\end{equation}

The maximum follows from completing the square,
\begin{equation}
\theta(1-\theta)=\tfrac14-\left(\theta-\tfrac12\right)^2 .
\end{equation}
The right side is largest at $\theta=\tfrac12$ and nowhere else. By (\ref{iso}), $\theta=\tfrac12$ means $e^{-g}=1$, hence $G=0$. In the simple case, then, the exchange current is largest at $G=0$, with peak value $eN_sk_0/2$.

\textbf{Limit of strong or weak binding.} For $|g|\gg1$, (\ref{cosh}) tends to $e^{-|g|/2}$. On the strong side $\theta\to1$ and the empty fraction falls as $e^{g}$; the lower forward barrier returns only a factor $e^{-g/2}$, and the product falls as $e^{g/2}$. On the weak side the surface is nearly empty and the forward barrier alone gives $e^{-g/2}$. A decade of current therefore costs $2\ln(10)\,kT=118$ meV of $G$ at 298.15 K. Half height requires $\cosh(g/2)=2$, so the full width there is $4\,\mathrm{arccosh}(2)\,kT=135$ meV.

\textbf{A caution about the abscissa.} The differential free energy at the actual coverage, configurational entropy included, is
\begin{equation}
G+kT\ln\frac{\theta}{1-\theta}=G-G=0
\end{equation}
by (\ref{iso}), for every metal. It expresses equilibrium and cannot distinguish metals. The volcano must be drawn against the standard quantity $G$.

\section{Where the half can come from}

Let the free energies before and after transfer be equal parabolas along a coordinate $q$: $\lambda q^2$ and $\lambda(q-1)^2+G$. They cross where
\begin{equation}
\lambda q^2=\lambda q^2-2\lambda q+\lambda+G
\quad\Longrightarrow\quad q=\frac{\lambda+G}{2\lambda}.
\end{equation}
The barrier is $\lambda q^2=(\lambda+G)^2/4\lambda$. At $G=0$ it equals $\lambda/4$, so $\lambda=4G_0$ and
\begin{equation}
G_\rightarrow=\frac{(4G_0+G)^2}{16G_0}=G_0+\frac G2+\frac{G^2}{16G_0}.
\label{marcus}
\end{equation}
The linear model keeps the first two terms. The third multiplies $i_0$ by $\exp(-G^2/16G_0kT)$, which is even in $G$ and largest at zero. It lowers the flanks and leaves the peak in place. The crossing picture holds for $|G|<4G_0$, where the crossing lies between the two minima.

\section{General slopes, acidity and pressure}

The half has so far done one job: it gave the response of the barrier to the bond strength. A symmetry factor also describes the response to potential. These are different properties, so give them different symbols. Let $\gamma$ be the slope of the forward barrier with $G$, and $\beta$ its slope with $eU$, with $0<\gamma<1$. Let $a$ be the proton activity, $p$ the hydrogen pressure in bar, treated as ideal, and $u=eU/kT$.

An electron in the metal has energy $-eU$ relative to its energy at $U=0$. Raising $U$ lowers the energy of the reactants, and the free energy of the step at unit activity becomes $G+eU$. The barriers are
\begin{align}
G_\rightarrow&=G_0+\gamma G+\beta eU,\\
G_\leftarrow&=G_0-(1-\gamma)G-(1-\beta)eU,
\end{align}
whose difference is again the free energy of the step. The rates per site are
\begin{align}
r_\rightarrow&=k_0\,a(1-\theta)\,e^{-\gamma g-\beta u},\label{rf}\\
r_\leftarrow&=k_0\,\theta\,e^{(1-\gamma)g+(1-\beta)u}.\label{rb}
\end{align}

Equating them gives $\theta/(1-\theta)=a\,e^{-g-u}$, which has a solution at any potential. Balance of the Volmer step alone thus does not fix $U$; the gas does. For $\mathrm{H^++e^-\rightleftharpoons\tfrac12H_2}$,
\begin{equation}
eU+\tfrac12kT\ln p-kT\ln a=0
\quad\Longrightarrow\quad e^{u}=\frac{a}{\sqrt p}.
\label{nernst}
\end{equation}
Insertion into the balance condition cancels the proton activity:
\begin{equation}
\frac{\theta}{1-\theta}=\sqrt p\,e^{-g}.
\label{isop}
\end{equation}

Now eliminate $u$ and $g$ from (\ref{rf}). From (\ref{nernst}), $e^{-\beta u}=a^{-\beta}p^{\beta/2}$. From (\ref{isop}), $e^{-\gamma g}=p^{-\gamma/2}\theta^\gamma(1-\theta)^{-\gamma}$. Therefore
\begin{equation}
i_0=eN_sk_0\,a^{1-\beta}\,p^{(\beta-\gamma)/2}\,\theta^{\gamma}(1-\theta)^{1-\gamma}.
\label{general}
\end{equation}

Compare metals at fixed $a$, $p$, $T$, $N_s$ and $k_0$. Differentiating the logarithm of (\ref{isop}) gives
\begin{equation}
\frac{1}{\theta(1-\theta)}\frac{d\theta}{dg}=-1 ,
\end{equation}
and hence
\begin{align}
\frac{d\ln i_0}{dg}
&=\left[\frac{\gamma}{\theta}-\frac{1-\gamma}{1-\theta}\right]\frac{d\theta}{dg}\nonumber\\
&=-\gamma(1-\theta)+(1-\gamma)\theta=\theta-\gamma .
\label{slope}
\end{align}
As $g$ rises, $\theta$ falls steadily from 1 to 0. The slope is positive while $\theta>\gamma$ and negative afterwards, so there is one maximum, at $\theta=\gamma$. Solving (\ref{isop}) for $g$ there,
\begin{equation}
G_{\rm peak}=kT\left[\ln\frac{1-\gamma}{\gamma}+\tfrac12\ln p\right].
\label{peak}
\end{equation}

The peak is at zero for $\gamma=\tfrac12$ and $p=1$. The electrical factor $\beta$ does not enter its position. At 1 bar, a symmetry factor of one half places the peak at zero if the same half governs the response to $G$. For the parabolas $G$ and $eU$ enter through their sum, so the two slopes are always equal, but they are one half only at $G+eU=0$. Elsewhere both are $\tfrac12+(G+eU)/8G_0$, and the peak shifts a little with acidity: at pH 4 and $G_0=0.70$ eV it lies near $+4$ meV. The flanks tilt more than the peak moves: under the same conditions $G=+0.25$ eV gives 2.3 times the current of $G=-0.25$ eV.

\textbf{Limits in the slope.} As $\gamma\to0$ the forward barrier ignores the bond, $i_0$ follows $1-\theta$, and the peak recedes to ever weaker binding. As $\gamma\to1$ it recedes to ever stronger binding. The volcano needs both the blocking of sites and a forward barrier that takes up part, but not all, of a change in $G$.

\textbf{A kinetic test.} The algebra can be checked by solving the rate equations numerically. At zero current both steps below must balance, so the isotherm enters through the ratio $p\,e^{-2g}$ of the recombination rate constants; the test confirms the derivation, not the model. Let the Volmer rates (\ref{rf}) and (\ref{rb}) run together with $\mathrm{2H^*\rightleftharpoons H_2+2{*}}$, whose forward and backward rates are $0.7k_0e^{g}\theta^2$ and $0.7k_0\,p\,e^{-g}(1-\theta)^2$. The steady coverage and the potential of zero current were found numerically, and the one-way Volmer rate was then maximized over $g$ at 298.15 K. For $\beta=\gamma=\tfrac12$ and $a=p=1$ the maximum came at 0.00 meV. Changing one setting at a time gave $-59.2$ meV for $p=0.01$, 10.4 meV for $\gamma=0.4$, and 0.00 meV for $\beta=0.35$, all in agreement with (\ref{peak}).

\section{Numbers for nickel}

Consider a Ni(111) face at 298.15 K, where $kT=25.693$ meV, with $a=p=1$ and both slopes one half. Rough typical inputs are a lattice constant of 0.352 nm, $G=-0.25$ eV and $G_0=0.70$ eV. The last of these sets the current scale.

Neighbouring sites are $d=0.352/\sqrt2$ nm apart, and each site occupies $\sqrt3\,d^2/2$. This gives $N_s=1.864\times10^{15}\ \mathrm{cm^{-2}}$ and $eN_s=298.6\ \mu\mathrm{C/cm^2}$. The intrinsic barrier gives $k_0=9.137\ \mathrm{s^{-1}}$. At the top of the volcano
\begin{equation}
i_{0,\rm peak}=\tfrac12(298.6\ \mu\mathrm{C/cm^2})(9.137\ \mathrm{s^{-1}})=1.36\ \mathrm{mA/cm^2}.
\end{equation}
For nickel $g=-0.25/0.025693=-9.73$, and relative to the top
\begin{equation}
\frac{i_0}{i_{0,\rm peak}}=\frac{1}{\cosh(4.865)}=0.0154,
\qquad i_0=21\ \mu\mathrm{A/cm^2}.
\end{equation}
The forward barrier is only 0.575 eV, against 0.70 eV at the top, yet the current is 65 times smaller. Within the model, with its single kind of site, the reason is the empty-site fraction of $5.9\times10^{-5}$. The backward barrier is 0.825 eV.

The symmetry of the curve hides a physical difference. At $G=\pm0.10$ eV the model gives the same $0.38\ \mathrm{mA/cm^2}$, with coverage 0.98 on the strong side and 0.02 on the weak side. An exchange current alone does not tell which flank a metal is on.

\section{What the model leaves out}

Each estimate below changes one thing and keeps the other nickel settings fixed.

\textbf{Intrinsic barrier.} A change of 0.10 eV in $G_0$ multiplies or divides $i_0$ by $e^{0.10\,\mathrm{eV}/kT}=49$. This is comparable with the factor of 65 between nickel and the summit. Metals whose intrinsic barriers differ by little more than 0.1 eV can thus reverse the order that $G$ alone predicts. The comparison is therefore sensitive to the assumption of a common $k_0$.

\textbf{Repulsion between neighbours.} Let each pair of neighbouring atoms cost $w$, with six neighbours per site, and let the barrier carry half the local step energy $G+wm$, where $m$ is the number of occupied neighbours. Describe the surface by its holes instead of its atoms. A site has $m=6-m_h$, with $m_h$ neighbouring holes, so filling a hole costs $G+6w-wm_h$, and creating one costs $G'+wm_h$ with
\begin{equation}
G'=-G-6w .
\end{equation}
Holes thus behave as atoms with adsorption energy $G'$, and the forward and backward rates change places. These are equal at equilibrium, so $i_0(G)=i_0(-6w-G)$: the volcano is symmetric about $-3w$. For $w=20$ meV, a sum over all states of a periodic 12-site lattice puts the maximum there, at $-60.0$ meV. Symmetry alone does not ensure a single peak: for $w=100$ meV the current near $G=-1.5w$ and $-4.5w$ is only about a quarter of its value at $-3w$, and it recovers to a similar height at $G=0$ and $-6w$. Nickel's current rises by a factor of 10. Its surface is still 99.4\% full, so a typical site sees $G+6w=-0.13$ eV, and $e^{6w/2kT}\approx10$ accounts for the gain.

\textbf{Other kinds of site.} A real face offers more than one adsorption site, and discharge can go to weaker sites once the strong ones are full. An independent second set of sites of equal density and equal $G_0$ adds its own term (\ref{volcano}) and dominates whenever its $|G|$ is below 0.25 eV. At $+0.10$ eV it adds $0.38\ \mathrm{mA/cm^2}$, about 95\% of the total. The strong-binding flank is therefore a property of the one-site model, and a real metal need not lie on it.

\textbf{Curvature and tunnelling.} The quadratic term in (\ref{marcus}) multiplies nickel's $i_0$ by 0.80. Tunnelling through a parabolic barrier top with a rough wavenumber of $1000\ \mathrm{cm^{-1}}$ multiplies it by about 3.6. This number is sensitive to the input: it is about 2 at $800\ \mathrm{cm^{-1}}$ and 10 at $1200\ \mathrm{cm^{-1}}$, and it falls to 2.7 at 55 $^\circ$C. If that factor is common to all the metals, it rescales the volcano without moving it.

\textbf{The second step.} Hydrogen must also leave, for instance by the Heyrovsky step $\mathrm{H^*+H^++e^-\rightleftharpoons H_2+{*}}$. Let $r_V$ and $r_H$ be the exchange rates of the two steps. A step with driving free energy $A$ has forward and backward rates in the ratio $e^{A/kT}$, so close to equilibrium its net rate is $r_VA_V/kT$ or $r_HA_H/kT$. In steady state both equal the same $r$. Together they transfer two electrons, so for a small cathodic overpotential of magnitude $\eta$, $A_V+A_H=2e\eta$ and
\begin{equation}
r=\frac{2e\eta}{kT}\,\frac{1}{1/r_V+1/r_H}.
\end{equation}
Relative to an infinitely fast second step, the conductance is multiplied by $1/(1+r_V/r_H)$, which is one half for equal rates. The volcano (\ref{volcano}) describes the exchange of the Volmer step, not the net rate of hydrogen evolution at a given overpotential.

\section{Beside a real plating bath}

A nickel bath is typically warm and mildly acidic, roughly 55 $^\circ$C and pH 4. At 1 bar of hydrogen and $\beta=\tfrac12$, (\ref{general}) gives $i_0\propto a^{1/2}$, a factor of 0.01 between pH 0 and pH 4. With the curved barrier of the parabolas the factor for nickel is 0.0055, and the bath value below drops to about $3\ \mu\mathrm{A/cm^2}$. Heating acts the other way. On a nearly full surface (\ref{simplerates}) gives $i_0\approx eN_s(kT/h)\,e^{-(G_0-G/2)/kT}$, so the large backward barrier makes the current rise steeply with temperature even at fixed $G$. Adsorption also loses about half the entropy of $\mathrm{H_2}$, calculated as 130 J/(mol K), which moves $G$ to $-0.230$ eV if the entropy of the adsorbed atom is neglected. With $G_0$ held fixed, heating from 25 to 55 $^\circ$C then raises $i_0$ by a factor of about 30. Together the two changes give $21\times0.01\times30\approx6\ \mu\mathrm{A/cm^2}$.

This is a model value, uncertain by more than a factor of ten given the effects above. Nickel can dissolve or deposit near the hydrogen equilibrium potential, depending on the activity of its ions, so an open-circuit measurement would generally mix two reactions. During plating the cathode is driven to more negative potentials, where coverage, proton supply and the later steps can all affect the hydrogen current. Ranking bare surfaces by their distance from $G=0$ is therefore justified only for the Volmer exchange current, at 1 bar of hydrogen, among surfaces with one active kind of site, similar site densities and intrinsic barriers, a slope $\gamma$ of one half and repulsion too weak to shift the peak appreciably. Across the two flanks even a small departure in $\gamma$ matters, because they fall with slopes $1-\gamma$ and $\gamma$: for $\gamma=0.45$ the peak moves by only 5 meV, yet $G=+0.30$ eV gives more current than $G=-0.25$ eV. Once a nickel deposit covers the cathode, hydrogen is discharged on nickel, and the ranking no longer concerns the metal first chosen. Further values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 298.15 K; kT: 25.693 meV
Ni lattice constant (rough input): 0.352 nm
site density: 1.864e+15 cm^-2
charge of one H per site: 298.6 uC/cm2
intrinsic barrier G0 (rough input): 0.70 eV
rate constant k0: 9.137 s^-1
numerical peak, standard case: 0.00 meV
coverage at G=0: 0.5000
peak exchange current: 1.364 mA/cm2
full width at half height: 135.3 meV
far-flank G change per decade: 118.3 meV
Ni adsorption free energy (rough input): -0.25 eV
Ni g=G/kT: -9.730
Ni empty-site fraction: 5.944e-05
Ni forward barrier: 0.575 eV
Ni backward barrier: 0.825 eV
Ni exchange current: 21.04 uA/cm2
Ni current / peak current: 0.01542
volcano: G (eV), coverage, i0 (mA/cm2)
  -0.20  0.99958  0.0556
  -0.10  0.98001  0.3819
   0.00  0.50000  1.3643
   0.10  0.01999  0.3819
   0.20  0.00042  0.0556
neglected effects; factors multiply the Ni exchange current
pair repulsion (rough input): 20 meV
  peak with repulsion: -60.0 meV
  Ni coverage with repulsion: 0.9938
  factor from repulsion: 10.15
intrinsic barrier change (input): 0.10 eV
  factor up or down: 49.0
factor from barrier curvature: 0.805
peak with curvature: 0.00 meV
barrier wavenumber (rough input): 1000 cm^-1
  factor from tunnelling: 3.62
H2 bond length (rough input): 0.074 nm
  H2 entropy at 1 bar: 130.3 J/(mol K)
bath temperature (input): 328.15 K
  Ni G in the bath: -0.2297 eV
  factor from bath temperature: 29.65
factor from pH 4 instead of pH 0: 0.0100
peak at 0.01 bar H2: -59.2 meV
peak for gamma=0.4, beta=0.5: 10.4 meV
peak for beta=0.35, gamma=0.5: 0.00 meV
small-signal conductance with equal Heyrovsky rate,
  relative to a very fast Heyrovsky step: 0.500
\end{verbatim}
